\section*{Trap-free space-charge-limited current for a power-law drift velocity}

\section{Space-charge-limited current with a power-law drift velocity}

\subsection{Carriers of constant speed}

A planar layer of thickness $L$ and permittivity $\varepsilon$ lies between an injecting contact at $x=0$ and a collecting contact at $x=L$. Carriers of one sign enter at $x=0$ and cross the layer, all with the same speed $v$ whatever the field. In the steady state the current density $J$ does not depend on $x$. Since $J=\rho v$, where $\rho$ is the magnitude of the mobile charge density, $\rho$ does not depend on $x$ either.

Let $E$ be the magnitude of the electric field, counted positive when the force on a carrier points towards the collector. For positive carriers $E$ is the ordinary field component along $x$, and Gauss's law reads $\varepsilon\,dE/dx=\rho$. For electrons the charge density and the field component both change sign, so the same equation holds between magnitudes. Hence
\begin{equation}
\frac{dE}{dx}=\frac{\rho}{\varepsilon}=\frac{J}{\varepsilon v}. \label{slope0}
\end{equation}
Suppose that the contact can supply any charge asked of it, and that injection continues until the field at the contact has fallen to zero. Then $E=Jx/(\varepsilon v)$, and the voltage is the area of a triangle:
\begin{equation}
V=\int_0^L E\,dx=\frac{JL^2}{2\varepsilon v}
\quad\Longrightarrow\quad
J=\frac{2\varepsilon vV}{L^2}. \label{sat}
\end{equation}
The factor 2 has a plain meaning. The field rises linearly from zero, so at the collector it is twice its mean value $V/L$. The charge stored per unit area is therefore $\varepsilon(2V/L)$, twice that on a capacitor of the same thickness and voltage, and it is delivered once in every transit time $L/v$.

The current is linear in $V$, as in Ohm's law, but its thickness dependence is different. At fixed voltage an ohmic current density falls as $1/L$, while (\ref{sat}) falls as $1/L^2$.

\subsection{The general velocity law}

Now let the speed depend on the local field as
\begin{equation}
v(E)=KE^m,\qquad m\ge 0. \label{law}
\end{equation}
The unit of $K$ depends on $m$. If the speed is $v_0$ at a reference field $E_0$, then $K=v_0/E_0^m$. For $m=1$, $K$ is the mobility $\mu$; for $m=0$, it is the constant speed of the previous case.

The layer has no traps and no background charge, there is no recombination, and diffusion is neglected. Current continuity and Gauss's law then give
\begin{equation}
J=\rho v=\varepsilon K E^m\frac{dE}{dx}
=\frac{\varepsilon K}{m+1}\,\frac{d}{dx}E^{m+1}. \label{ode}
\end{equation}
The last form follows from the chain rule. Because $J$ is constant, integration from the contact, where the field is $E_c\ge 0$, gives
\begin{equation}
E^{m+1}(x)=E_c^{m+1}+\frac{(m+1)J}{\varepsilon K}\,x. \label{field}
\end{equation}

\subsection{Why the field at the contact vanishes}

Equation (\ref{field}) holds for any $E_c\ge0$, so a condition at the contact is needed to fix the current. Integrating the voltage by parts shows what the injected charge does:
\begin{align}
V&=\int_0^L E\,dx
=\bigl[-(L-x)E\bigr]_0^L+\int_0^L (L-x)\frac{dE}{dx}\,dx \nonumber\\
&=E_cL+\frac1\varepsilon\int_0^L(L-x)\rho\,dx. \label{parts}
\end{align}
At fixed $V$, every charge inside the layer lowers $E_c$. A contact with an unlimited supply goes on injecting as long as the field at its surface draws carriers in. In a model without diffusion this stops at $E_c=0$, because a reversed field would push the carriers back.

The same condition selects the largest current. By (\ref{field}), the field at every $x>0$ increases with $J$ and with $E_c$, and so does $V$. If $V$ is held fixed and $E_c$ is raised, $J$ must fall. Among all states with $E_c\ge0$, the one with $E_c=0$ therefore carries the largest current.

How fast the current falls depends on $m$. For $m=0$, (\ref{field}) gives $V=E_cL+JL^2/(2\varepsilon K)$, so the current is reduced by the factor $1-E_cL/V$. A contact field of one tenth of $V/L$ costs 10\,\%. For $m=1$, solving $V=\int_0^L E\,dx$ numerically for $J$, with $E$ from (\ref{field}), gives a loss of 1.3\,\% for the same contact field and 28\,\% when $E_c$ is half of $V/L$. At these two values of $E_cL/V$, the same contact field thus costs a larger share of the current for carriers of constant speed than for carriers of constant mobility.

\subsection{The current}

With $E_c=0$, let $E_L$ be the field at the collector. Equation (\ref{field}) at $x=L$ gives
\begin{equation}
E_L^{m+1}=\frac{(m+1)JL}{\varepsilon K}
\quad\Longrightarrow\quad
J=\frac{\varepsilon K}{(m+1)L}\,E_L^{m+1}. \label{JEL}
\end{equation}
Dividing (\ref{field}) by this expression and taking the root of order $m+1$ gives the profile
\begin{equation}
E(x)=E_L\left(\frac xL\right)^{1/(m+1)}. \label{profile}
\end{equation}
To integrate it, note that $1/(m+1)+1=(m+2)/(m+1)$. Hence
\begin{equation}
V=E_LL\int_0^1 s^{1/(m+1)}ds=\frac{m+1}{m+2}\,E_LL,
\qquad
E_L=\frac{m+2}{m+1}\,\frac VL. \label{EL}
\end{equation}
Inserting $E_L$ into (\ref{JEL}) gives
\begin{equation}
J=\frac{\varepsilon K}{(m+1)L}\left(\frac{m+2}{m+1}\right)^{m+1}\frac{V^{m+1}}{L^{m+1}}. \label{insert}
\end{equation}
Collecting the powers of $m+1$ and of $L$, we obtain
\begin{equation}
J=C_m\,\varepsilon K\,\frac{V^{m+1}}{L^{m+2}},
\qquad
C_m=\frac{(m+2)^{m+1}}{(m+1)^{m+2}}. \label{main}
\end{equation}

For $m=1$ and $K=\mu$ the prefactor is $C_1=3^2/2^3=9/8$, which gives the Mott--Gurney law
\begin{equation}
J=\frac98\,\varepsilon\mu\,\frac{V^2}{L^3}. \label{mg}
\end{equation}
For $m=0$ and $K=v$ it is $C_0=2^1/1^2=2$, and (\ref{sat}) is recovered. Between them, a speed growing as the square root of the field has
\begin{equation}
C_{1/2}=\frac{(5/2)^{3/2}}{(3/2)^{5/2}}
=\frac23\left(\frac53\right)^{3/2}\approx1.434, \label{half}
\end{equation}
with $J\propto V^{3/2}/L^{5/2}$.

The exponents can be read from (\ref{main}) in the form $J=C_m\,\varepsilon\,K(V/L)^m\,(V/L)/L$. The stored charge per area scales as $\varepsilon V/L$, the speed as $K(V/L)^m$, and the transit time as $L$ divided by that speed. The constant $C_m$ accounts for the nonuniform field.

\subsection{Stored charge and transit time}

Differentiating (\ref{profile}) gives the charge density
\begin{equation}
\rho(x)=\varepsilon\frac{dE}{dx}
=\frac{\varepsilon E_L}{(m+1)L}\left(\frac xL\right)^{-m/(m+1)}. \label{rho}
\end{equation}
For $m>0$ it diverges at the contact. The speed vanishes there as $E^m\propto x^{m/(m+1)}$, so the product $\rho v$ stays finite. The exponent $m/(m+1)$ is less than one, so the total charge is finite too. By Gauss's law the charge per area between the contact and $x$ is $\varepsilon E(x)$, which is the fraction $(x/L)^{1/(m+1)}$ of the total. The first quarter of the layer holds one quarter of the charge for $m=0$ and one half for $m=1$.

The total charge per area is
\begin{equation}
Q=\varepsilon E_L=\frac{m+2}{m+1}\,\frac{\varepsilon V}{L}. \label{Q}
\end{equation}
A carrier crosses $dx$ in the time $dx/v=\rho\,dx/J$. Summing over the layer gives the transit time $\tau=Q/J$. With (\ref{main}) and (\ref{Q}),
\begin{align}
\tau&=\frac{m+2}{m+1}\,\frac{\varepsilon V}{L}\;
\frac{(m+1)^{m+2}}{(m+2)^{m+1}}\;\frac{L^{m+2}}{\varepsilon KV^{m+1}} \nonumber\\
&=\frac{(m+1)^{m+1}}{(m+2)^m}\,\frac{L^{m+1}}{KV^m}. \label{tau}
\end{align}
This is $L/v$ for $m=0$, as it must be, and $\tfrac43L^2/(\mu V)$ for $m=1$. In the second case the transit takes one third longer than at the uniform field $V/L$, because the carriers start slowly.

\subsection{Velocity laws that are not a single power}

A real velocity law may follow $\mu E$ at low field and level off at high field. Let $v(E)$ be any local law that is positive for $E>0$, and define
\begin{equation}
\Phi(E)=\int_0^E v(E')\,dE'. \label{phi}
\end{equation}
Then $J=\varepsilon v(E)\,dE/dx=\varepsilon\,d\Phi/dx$. With zero field at the contact this integrates to
\begin{equation}
Jx=\varepsilon\,\Phi\bigl(E(x)\bigr),\qquad JL=\varepsilon\,\Phi(E_L). \label{gen}
\end{equation}
Changing the integration variable by $dx=\varepsilon v\,dE/J$ gives the voltage,
\begin{equation}
V=\frac{\varepsilon}{J}\int_0^{E_L}E\,v(E)\,dE,
\qquad
\frac VL=\frac{\int_0^{E_L}E\,v\,dE}{\int_0^{E_L}v\,dE}. \label{genV}
\end{equation}
Two results follow.

First, the second part of (\ref{genV}) fixes $E_L$ from $V/L$ alone, and (\ref{gen}) then fixes $JL$. Within this model, layers of different thickness of the same material fall on one curve when $JL$ is plotted against $V/L$, whatever the form of $v(E)$.

Second, a slower law gives a smaller current. Let $v_1(E)\le v_2(E)$ at every field, so that $\Phi_1\le\Phi_2$. At equal $J$, (\ref{gen}) requires $\Phi_1(E_1)=\Phi_2(E_2)$ at each $x$, hence $E_1\ge E_2$, and law 1 needs at least as large a voltage. Since $V$ rises with $J$, law 1 carries at most the current of law 2 at equal voltage. A velocity that lies below both $\mu E$ and $v_{\rm sat}$ therefore gives a current no larger than either (\ref{mg}) or (\ref{sat}) with $v=v_{\rm sat}$. These two bounds are equal when
\begin{equation}
\frac98\,\varepsilon\mu\frac{V^2}{L^3}=\frac{2\varepsilon v_{\rm sat}V}{L^2}
\quad\Longrightarrow\quad
V_\times=\frac{16}{9}\,\frac{v_{\rm sat}L}{\mu}. \label{cross}
\end{equation}

\subsection{Electrons in a silicon layer}

Consider electrons crossing $L=10\,\mu$m of high-resistivity silicon between n$^+$ contacts at 300\,K. Rough typical values are $\varepsilon=1.036\times10^{-12}$\,F/cm (relative permittivity 11.7), $\mu=1400$\,cm$^2$/Vs and $v_{\rm sat}=1.0\times10^7$\,cm/s. The speed levels off around the knee field $v_{\rm sat}/\mu=7.1$\,kV/cm, and (\ref{cross}) gives $V_\times=12.7$\,V.

At 50\,V the mean field is 50\,kV/cm, seven times the knee field, which suggests the case $m=0$. Equation (\ref{sat}) gives
\begin{equation}
J=\frac{2(1.036\times10^{-12})(10^7)(50)}{(10^{-3})^2}\,\frac{\rm A}{\rm cm^2}
\approx1036\,\frac{\rm A}{\rm cm^2}, \label{num}
\end{equation}
or about 1.04\,kA/cm$^2$. The field at the collector is 100\,kV/cm, the transit time is 100\,ps, and the electron density $J/(qv_{\rm sat})$, with $q$ the elementary charge, is $6.5\times10^{14}$\,cm$^{-3}$.

To see how good the constant-speed assumption is, take the smooth Caughey--Thomas form
\begin{equation}
v(E)=\frac{\mu E}{\bigl[1+(\mu E/v_{\rm sat})^\beta\bigr]^{1/\beta}},\qquad \beta=1.1, \label{ct}
\end{equation}
which lies below both $\mu E$ and $v_{\rm sat}$. The integrals in (\ref{genV}) are done by quadrature and $E_L$ is found by root search. The currents, in A/cm$^2$, and the local slope $d\ln J/d\ln V$ of the smooth result are as follows. All of them are for drift alone; diffusion, treated below, changes the low-voltage rows strongly.

\begin{center}
\begin{tabular}{rrrrr}
$V$ (V) & $m=1$ & $m=0$ & smooth & slope\\
1 & 1.63 & 20.7 & 1.52 & 1.92\\
10 & 163 & 207 & 87.6 & 1.53\\
50 & 4079 & 1036 & 779 & 1.21
\end{tabular}
\end{center}

In this drift-only calculation the slope moves from near 2 towards 1. At 10\,V, close to $V_\times$, the current is about half of the smaller bound, so neither limiting formula serves there. A measured slope near 3/2 would not by itself show that $v\propto E^{1/2}$: here it comes from a crossover between two regimes.

At 50\,V the smooth law still gives 25\,\% less than (\ref{num}). Two reductions act together. By (\ref{gen}), $J=\varepsilon\bar vE_L/L$, where $\bar v=\Phi(E_L)/E_L$ is the speed averaged over field, and $\bar v<v_{\rm sat}$. Moreover, $dE/dx=J/(\varepsilon v)$ decreases with $x$ because $v$ rises with $E$. The field profile is therefore concave and its area exceeds that of the triangle, $V>E_LL/2$. Hence $E_L<2V/L$ as well.

\subsection{Effects left out}

\paragraph{Diffusion.} With diffusivity $D$ and carrier density $n$ the current is
\begin{equation}
J=qnv(E)-qD\frac{dn}{dx},\qquad \varepsilon\frac{dE}{dx}=qn. \label{dd}
\end{equation}
Where the density falls away from the contact, diffusion carries part of the current forward. For $E>0$ the first equation then gives $\varepsilon v\,dE/dx=J+qD\,dn/dx\le J$, so the field grows more slowly than in the drift model. If the field at the contact is zero or reversed, less voltage is needed for the same current, and at fixed voltage the current is larger.

The size follows from integrating (\ref{dd}) numerically from the collector to the injecting contact, adjusting $J$ and $E_L$ until the thickness and voltage are right. The speed is (\ref{ct}), extended as an odd function to reversed fields. The diffusivity is held at the Einstein value $D=\mu k_BT/q=36$\,cm$^2$/s, the contact density is $10^{17}$\,cm$^{-3}$, and $dn/dx=0$ is imposed at the collector, which omits the boundary layer there. The current is 845\,A/cm$^2$, 8.6\,\% above the smooth drift result. This is far more than the ratio of $k_BT/q=25.9$\,mV to 50\,V would suggest. Taken together, the smooth velocity and diffusion leave the current 18\,\% below (\ref{num}). The increase depends on the diffusivity and on the contact density assumed. With constant $D$ it is 5\,\% for a contact density of $10^{16}$\,cm$^{-3}$ and 16\,\% for $10^{18}$\,cm$^{-3}$, and it keeps growing with the density, so 8.6\,\% is not a settled value. A constant $D$ beside a saturating $v$ also fails to give the Boltzmann distribution at zero current. If $D$ falls with the field as $(k_BT/q)\,v/E$, the increase is 5 to 6\,\% for contact densities from $10^{17}$ to $10^{19}$\,cm$^{-3}$.

Diffusion matters more at low voltage. With the contact density imposed at both ends of the layer, the current at 10\,V is 16 to 21\,\% above the tabulated smooth value, depending on the same choice of $D$. At 1\,V it is about twice the tabulated value, and the local slope there is about 1.5 instead of 1.92. The 1\,V row of the table thus illustrates the drift model and is not a prediction for this layer.

\paragraph{Donors.} Ionized donors of density $N_D$ neutralize part of the electron charge, so $\varepsilon\,dE/dx=q(n-N_D)$. At constant speed,
\begin{equation}
J=qnv=v\left(\varepsilon\frac{dE}{dx}+qN_D\right)
=\frac{2\varepsilon vV}{L^2}+qN_Dv. \label{don}
\end{equation}
The slope $dE/dx$ is again constant, and with $E(0)=0$ it equals $2V/L^2$. For $N_D=10^{12}$\,cm$^{-3}$ the added term is 0.15\,\% of (\ref{num}). The share is larger at low voltage: at 1\,V, with the smooth velocity, the field-dependent $D$ and the contact density at both ends, the same donors raise the current by about 6\,\%.

\paragraph{Impact ionization.} With the rough rate per unit length $\alpha=A\exp(-B/E)$, $A=7.0\times10^5$\,cm$^{-1}$ and $B=1.23\times10^6$\,V/cm, integration over the triangular field profile gives about $2\times10^{-4}$ ionizing events per transit. Breakdown is not an issue at this voltage. The exponential makes this conclusion sensitive to the peak field, so it does not carry over to much higher voltages.

\paragraph{Heating and temperature.} The power $JV$ is about 52\,kW per cm$^2$ of layer, which calls for short pulses. A pulse of 10\,ns lasts 100 transit times. With a heat capacity of 1.66\,J/(cm$^3$K) and no heat loss, the hottest place, at the collector, warms by
\begin{equation}
\Delta T=\frac{(1036)(10^5)(10^{-8})}{1.66}\,{\rm K}\approx0.6\,{\rm K}. \label{heat}
\end{equation}
A change of ambient temperature matters more. The rough law $v_{\rm sat}\propto[1+0.8\exp(T/600\,{\rm K})]^{-1}$ lowers $v_{\rm sat}$ by 9\,\% between 300 and 400\,K, and (\ref{sat}) lowers $J$ in proportion at fixed $V$ and $L$. The mobility falls too, which (\ref{sat}) does not contain. If it is taken to fall as $T^{-2.4}$, the smooth drift current at 50\,V drops by 15\,\% when $\beta$ grows as $T^{0.66}$, and by 22\,\% when $\beta$ is held fixed.

\paragraph{Comparison with a real device.} The mobility and saturation velocity are typical of lightly doped silicon near room temperature, and the donor density is that of very pure, detector-grade material. The contact density of $10^{17}$\,cm$^{-3}$ is low for an n$^+$ region. It is 0.4\,\% of the effective density of states of the conduction band, so the electrons at the model contact are nondegenerate; those in a heavily doped contact need not be. Among the effects sized here, the one that moves the constant-speed result most is the gradual approach to saturation, by $-25\,\%$ for $\beta=1.1$. This figure depends on the sharpness of the knee: it is $-28\,\%$ for $\beta=1$ and $-13\,\%$ for $\beta=2$. Two further assumptions are not sized: that the speed depends on the local field alone, although electrons need some distance to reach their steady speed, and that it does not depend on crystal direction. With the smooth velocity and diffusion both included, (\ref{sat}) is about one quarter too high for this layer at 50\,V if $\beta=1.1$, and 7 to 9\,\% too high if $\beta=2$. The error grows as the voltage is lowered, and at $V_\times$ the formula gives about 1.8 times the current for $\beta=1.1$.
